**Magnetron maintenance voltage: ion counting against energy balance**

The program tests \(eV=W/\gamma\) and the wider law \(eV=W/\{\eta[\beta\gamma(1-r)+1-\bar x]\}\). Here \(V\) is the cathode-to-plasma voltage, \(W\) the energy spent per ion pair, \(\gamma\) the electron yield per cathode ion, \(r\) the recaptured fraction, \(\beta\) the fraction of ions reaching the cathode, \(\eta\) the fraction of the electrons' field energy spent in the gas, and \(\bar x\) the mean birth potential of ions divided by \(V\). For an argon-like model gas it asserts that the simple law, with \(W\) fixed at its 1000 eV value, lies within 15 % of the counted voltage and improves as \(\gamma\) falls; the errors found are 7.2, 3.2 and 1.0 %. Random cascades must reproduce the mean ion yield within 2 % and show growth above and decay below the maintenance voltage. In five cases the program asserts that the separately tallied energies balance and that the wider law agrees with the ion count within 1 %. It also asserts that recapture with ion loss, and then electron escape, raise the voltage, while presheath and sheath collisions lower it. The output runs from 283 V in the ideal case up to 693 V with losses and back to 458 V with all effects included.

## Program and output

```python
"""Maintenance voltage of a magnetron from ion replacement.
Simple law under test:  e V = W / gamma
Wider law under test:   e V = W / (eta * (beta*gamma*(1-r) + 1 - xbar))
V: cathode-to-plasma voltage; W: mean energy spent in the gas per ion pair;
gamma: electrons released per cathode ion; r: recaptured fraction;
beta: fraction of ions reaching the cathode; eta: fraction of the electrons'
field energy spent in the gas; xbar: mean birth potential of ions / V.
Ions are counted in a cascade model on a 1 eV grid (argon-like round numbers),
and the voltage found by counting is compared with the energy laws."""
from bisect import bisect_right
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_triangular

EXC, ION, SHAPE = 12, 16, 10      # excitation, ionisation, secondary width (eV)
P_MAX, P_WIDTH = 0.8, 5.0         # ionising share of inelastic collisions
G_WIDTH = 10.0                    # rise of collision rate above threshold (eV)
NMAX = 1200                       # highest electron energy (eV)
energy = np.arange(NMAX + 1)
above = np.maximum(energy - ION, 0)
p_ion = P_MAX * above / (above + P_WIDTH)
over = np.maximum(energy - EXC, 0)
rate = over / (over + G_WIDTH)    # relative inelastic collision rate
loss = EXC * (1 - p_ion) + ION * p_ion

# after[T, t]: mean number of electrons of energy t after a collision at T
after = np.zeros((NMAX + 1, NMAX + 1))
mean_secondary = np.zeros(NMAX + 1)
for T in range(EXC, NMAX + 1):
    after[T, T - EXC] += 1 - p_ion[T]
    if p_ion[T] > 0:
        s = np.arange((T - ION) // 2 + 1)
        w = 1.0 / (s**2 + SHAPE**2)
        w /= w.sum()
        after[T, s] += p_ion[T] * w
        after[T, T - ION - s] += p_ion[T] * w
        mean_secondary[T] = (w * s).sum()


def bulk_tallies(escape):
    """Columns: ions, sum of birth potential/V, energy spent, energy escaped."""
    fast = energy >= EXC
    keep = np.where(fast, 1 - escape, 0.0)
    source = np.zeros((NMAX + 1, 4))
    source[:, 0] = keep * p_ion
    source[:, 1] = keep * p_ion
    source[:, 2] = np.where(fast, keep * loss, energy)
    source[:, 3] = np.where(fast, escape * energy, 0.0)
    system = np.eye(NMAX + 1) - keep[:, None] * after
    return solve_triangular(system, source, lower=True)


def secondary_tallies(V, bulk, tau_sheath, tau_pre, V_pre):
    """Tallies for one electron leaving the cathode at rest, V in whole volts."""
    V_sheath = V - V_pre
    level = np.arange(V + 1)
    depth = 1 - (1 - np.minimum(level / V_sheath, 1.0))**0.75
    chance = np.zeros(V + 1)
    chance[1:] = tau_sheath * np.diff(depth)
    if V_pre > 0:
        chance[V_sheath + 1:] += tau_pre / V_pre
    X = bulk[:V + 1].copy()
    for k in range(V, 0, -1):
        if chance[k] > 0 and k >= EXC:
            hit = after[:k + 1, :k + 1] @ X
            hit[:, 0] += p_ion[:k + 1]
            hit[:, 1] += p_ion[:k + 1] * k / V
            hit[:, 2] += loss[:k + 1]
            q = (chance[k] * rate[:k + 1])[:, None]
            X = (1 - q) * X + q * hit
        X = X[1:]
    return X[0]


def maintenance_voltage(feedback, bulk, tau_sheath=0.0, tau_pre=0.0, V_pre=0):
    """Voltage at which feedback * (ions per escaping secondary) = 1."""
    def gain(V):
        return feedback * secondary_tallies(V, bulk, tau_sheath, tau_pre, V_pre)[0]
    lo, hi = 60, NMAX
    g_lo, g_hi = gain(lo), gain(hi)
    assert g_lo < 1 < g_hi
    while hi - lo > 1:
        mid = (lo + hi) // 2
        g = gain(mid)
        if g < 1:
            lo, g_lo = mid, g
        else:
            hi, g_hi = mid, g
    return lo + (1 - g_lo) / (g_hi - g_lo)


# --- cost per pair and the simple law -------------------------------------
closed = bulk_tallies(0.0)
ions = closed[:, 0]
assert np.allclose(closed[:, 2], energy, rtol=1e-9, atol=1e-9)
W_ref = 1000 / ions[1000]
print("MODEL GAS (round, argon-like)")
print(f"excitation cost {EXC} eV, ionisation cost {ION} eV")
for E in (50, 100, 200, 300, 600, 1000):
    print(f"E = {E:4d} eV: ions N = {ions[E]:6.2f}, W = E/N = {E/ions[E]:.2f} eV")

print("SIMPLE LAW, W fixed at its 1000 eV value")
errors, V_ideal = [], {}
for g in (0.2, 0.1, 0.05):
    V_ideal[g] = maintenance_voltage(g, closed)
    simple = W_ref / g
    errors.append(abs(simple / V_ideal[g] - 1))
    print(f"gamma = {g:.2f}: counted V = {V_ideal[g]:.1f} V, "
          f"W/(e gamma) = {simple:.1f} V, error {100*(simple/V_ideal[g]-1):+.1f} %")
assert max(errors) < 0.15
assert errors[0] > errors[1] > errors[2]

# --- random cascades: yield, growth and decay -----------------------------
rng = np.random.default_rng(7)
cumulative = np.cumsum(1.0 / (energy**2 + SHAPE**2)).tolist()
p_list = p_ion.tolist()


def random_cascade(E):
    count, stack = 0, [E]
    while stack:
        T = stack.pop()
        while T >= EXC:
            if rng.random() < p_list[T]:
                top = cumulative[(T - ION) // 2]
                s = bisect_right(cumulative, rng.random() * top)
                count += 1
                stack.append(s)
                T -= ION + s
            else:
                T -= EXC
    return count


gamma = 0.1
V0 = round(V_ideal[gamma])
sample = np.mean([random_cascade(V0) for _ in range(2000)])
assert abs(sample / ions[V0] - 1) < 0.02      # sampling error well below 1 %
print("RANDOM CASCADES, gamma = 0.10")
print(f"at {V0} V: mean ions {sample:.2f} (cascade equation {ions[V0]:.2f})")
growth = {}
for factor in (0.8, 1.2):
    number = 5000
    for _ in range(4):
        electrons = rng.poisson(gamma * number)
        number = sum(random_cascade(round(factor * V0)) for _ in range(electrons))
    growth[factor] = number / 5000
    print(f"at {factor:.1f} V0: ion number after 4 generations x {growth[factor]:.2f}")
assert growth[0.8] < 0.7 and growth[1.2] > 1.4

# --- losses and field heating ---------------------------------------------
r, beta, escape = 0.5, 0.9, 0.01
V_pre, tau_pre, tau_sheath = 30, 12.0, 0.5
leaky = bulk_tallies(escape)
feedback = beta * gamma * (1 - r)
print("EFFECTS ADDED IN TURN")
print(f"gamma = {gamma}, r = {r}, beta = {beta}, beta*gamma*(1-r) = {feedback:.4f}")
print(f"escape chance per inelastic collision {escape}")
print(f"presheath drop {V_pre} V; collision depths: presheath {tau_pre:.0f}, "
      f"sheath {tau_sheath}")
cases = [("ideal", gamma, closed, 0.0, 0.0, 0),
         ("+ recapture, ion loss", feedback, closed, 0.0, 0.0, 0),
         ("+ electron escape", feedback, leaky, 0.0, 0.0, 0),
         ("+ presheath heating", feedback, leaky, 0.0, tau_pre, V_pre),
         ("+ sheath ionisation", feedback, leaky, tau_sheath, tau_pre, V_pre)]
voltages = []
for name, fb, bulk, ts, tp, vp in cases:
    V = maintenance_voltage(fb, bulk, ts, tp, vp)
    Vi = round(V)
    M, birth, spent, escaped = secondary_tallies(Vi, bulk, ts, tp, vp)
    xbar, eta, W = birth / M, spent / (spent + escaped), spent / M
    # energy gained from the field against energy spent and carried away
    assert abs((spent + escaped) / (Vi * (1 + M * (1 - xbar))) - 1) < 1e-9
    V_law = W / (eta * (fb + 1 - xbar))
    assert abs(V_law / V - 1) < 0.01          # V is rounded to whole volts here
    share = (1 - xbar) / (fb + 1 - xbar)
    voltages.append(V)
    print(f"{name}: counted V = {V:.1f} V, energy law {V_law:.1f} V")
    print(f"   M = {M:.2f}, W = {W:.2f} eV, eta = {eta:.3f}, "
          f"1-xbar = {1-xbar:.4f}, new-electron share {100*share:.1f} %")
assert voltages[0] < voltages[1] < voltages[2]
assert voltages[2] > voltages[3] > voltages[4]

# --- lengths for rough typical magnetron conditions -----------------------
p_mTorr, T_gas, B, J = 4.0, 400.0, 0.030, 200.0    # mTorr, K, T, A/m^2
sigma = 3e-20                                      # m^2, rough inelastic
V = V_ideal[gamma]
density = p_mTorr * 1e-3 * const.torr / (const.k * T_gas)
free_path = 1 / (density * sigma)
step_loss = loss[V0] + p_ion[V0] * mean_secondary[V0]
spend_path = free_path * V / step_loss
gyro = np.sqrt(2 * const.m_e * const.e * V) / (const.e * B)
ion_mass = 39.95 * const.atomic_mass
J_ion = J / (1 + gamma)
sheath = np.sqrt(4 / 9 * const.epsilon_0 * np.sqrt(2 * const.e / ion_mass)
                 * V**1.5 / J_ion)
assert spend_path > 0.5 and sheath < gyro and sheath / free_path < 0.01
print("LENGTHS AT THE IDEAL VOLTAGE (rough typical conditions)")
print(f"pressure {p_mTorr} mTorr, gas {T_gas:.0f} K, field {B*1e3:.0f} mT, "
      f"current density {J/10:.0f} mA/cm2")
print(f"gas density {density:.2e} m^-3, cross-section {sigma:.0e} m^2")
print(f"inelastic free path {free_path*100:.1f} cm")
print(f"mean energy loss per primary collision {step_loss:.1f} eV")
print(f"path to spend the energy {spend_path:.1f} m")
print(f"electron gyroradius {gyro*1e3:.2f} mm, Child sheath {sheath*1e3:.2f} mm")
print(f"collision chance in one straight sheath crossing {sheath/free_path:.1e}")
print("all assertions hold")
```

It prints:

```
MODEL GAS (round, argon-like)
excitation cost 12 eV, ionisation cost 16 eV
E =   50 eV: ions N =   1.41, W = E/N = 35.55 eV
E =  100 eV: ions N =   3.25, W = E/N = 30.81 eV
E =  200 eV: ions N =   6.93, W = E/N = 28.84 eV
E =  300 eV: ions N =  10.63, W = E/N = 28.23 eV
E =  600 eV: ions N =  21.72, W = E/N = 27.62 eV
E = 1000 eV: ions N =  36.52, W = E/N = 27.39 eV
SIMPLE LAW, W fixed at its 1000 eV value
gamma = 0.20: counted V = 147.6 V, W/(e gamma) = 136.9 V, error -7.2 %
gamma = 0.10: counted V = 283.0 V, W/(e gamma) = 273.9 V, error -3.2 %
gamma = 0.05: counted V = 553.5 V, W/(e gamma) = 547.7 V, error -1.0 %
RANDOM CASCADES, gamma = 0.10
at 283 V: mean ions 10.00 (cascade equation 10.00)
at 0.8 V0: ion number after 4 generations x 0.38
at 1.2 V0: ion number after 4 generations x 2.32
EFFECTS ADDED IN TURN
gamma = 0.1, r = 0.5, beta = 0.9, beta*gamma*(1-r) = 0.0450
escape chance per inelastic collision 0.01
presheath drop 30 V; collision depths: presheath 12, sheath 0.5
ideal: counted V = 283.0 V, energy law 283.0 V
   M = 10.00, W = 28.30 eV, eta = 1.000, 1-xbar = 0.0000, new-electron share 0.0 %
+ recapture, ion loss: counted V = 613.6 V, energy law 613.6 V
   M = 22.24, W = 27.61 eV, eta = 1.000, 1-xbar = 0.0000, new-electron share 0.0 %
+ electron escape: counted V = 693.1 V, energy law 693.1 V
   M = 22.22, W = 27.41 eV, eta = 0.879, 1-xbar = 0.0000, new-electron share 0.0 %
+ presheath heating: counted V = 547.3 V, energy law 547.2 V
   M = 22.21, W = 32.23 eV, eta = 0.981, 1-xbar = 0.0150, new-electron share 25.0 %
+ sheath ionisation: counted V = 458.5 V, energy law 458.3 V
   M = 22.20, W = 33.44 eV, eta = 0.990, 1-xbar = 0.0287, new-electron share 39.0 %
LENGTHS AT THE IDEAL VOLTAGE (rough typical conditions)
pressure 4.0 mTorr, gas 400 K, field 30 mT, current density 20 mA/cm2
gas density 9.66e+19 m^-3, cross-section 3e-20 m^2
inelastic free path 34.5 cm
mean energy loss per primary collision 28.3 eV
path to spend the energy 3.5 m
electron gyroradius 1.89 mm, Child sheath 0.48 mm
collision chance in one straight sheath crossing 1.4e-03
all assertions hold
```
